\section*{Why ZORA levels overshoot a constant potential, and the model-potential cure}

\section{A core level in the field of its neighbours}

Put a heavy atom among neighbours that carry some net charge. Over the small region occupied by its 1s electrons, the potential of those distant charges hardly varies: it is nearly a constant $D$. A constant potential exerts no force and cannot change an orbital. Each level whose orbital lies where the potential is constant should move by $D$, and differences between such levels should stay as they were.

In the zeroth-order regular approximation (ZORA) this does not happen. For a model atom with nuclear charge $Z=80$, lowering the potential by 1 hartree lowers the ZORA 1s level by 1.103 hartree, while the 5s level falls by 1.0007 hartree. The excess depends on the level, so it changes core--valence spacings. When the neighbours move, it also produces a false force.

Atomic units are used, with $c=1/\alpha$, and energies exclude the rest energy. The potential $V$ is local and fixed, and includes its sign as felt by an electron. Before any constant is added, $V$ vanishes far from the atom. Self-consistent changes of $V$ are left out.

\section{Where the constant goes wrong}

\subsection{The exact elimination}

For a four-component spinor with large part $\varphi$ and small part $\chi$, the Dirac equation reads
\begin{align}
V\varphi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi&=E\varphi,\\
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi+(V-2c^2)\chi&=E\chi .
\end{align}
The second line contains $\chi$ without derivatives and can be solved for it:
\begin{equation}
\chi=\frac{c}{2c^2+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi .
\label{eq:small}
\end{equation}
Inserting this in the first line gives
\begin{equation}
\left[V+\boldsymbol\sigma\!\cdot\!\mathbf p\,
\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\right]\varphi=E\varphi .
\label{eq:esc}
\end{equation}
The denominator contains $E$ and $V$ only as the difference $E-V$. If $V$ becomes $V+D$, the same $\varphi$ solves the equation with $E+D$.

To obtain ZORA, factor the kinetic function:
\begin{equation}
\frac{c^2}{2c^2+E-V}=\frac{c^2}{2c^2-V}\left(1+\frac{E}{2c^2-V}\right)^{-1},
\end{equation}
and replace the last factor by one. This leaves
\begin{equation}
H=V+\boldsymbol\sigma\!\cdot\!\mathbf p\,K\,\boldsymbol\sigma\!\cdot\!\mathbf p,
\qquad K=\frac{c^2}{2c^2-V}.
\label{eq:zora}
\end{equation}
Near a nucleus $2c^2-V$ is large, so the approximation remains regular there. But $E$ has been dropped and $V$ kept, and the difference $E-V$ is broken up. A constant added to $V$ now enters the kinetic operator, with no change of $E$ to compensate it. A negative $D$ enlarges the denominator, reduces the kinetic energy and makes the level too deep.

\subsection{The size of the error}

Let $H(D)$ be the ZORA operator with $V+D$ in both places, where $2c^2-V-D>0$. Let $\varphi$ be its eigenfunction, normalised to one, with energy $E(D)$. Differentiating $E=\langle\varphi|H|\varphi\rangle$ gives
\begin{equation}
\frac{dE}{dD}=\Big\langle\varphi\Big|\frac{\partial H}{\partial D}\Big|\varphi\Big\rangle
+E\,\frac{d}{dD}\langle\varphi|\varphi\rangle ,
\end{equation}
because $H$ acting to either side on $\varphi$ gives $E$. The last term vanishes, since the norm is fixed. The derivative of the operator has two parts:
\begin{equation}
\frac{\partial H}{\partial D}=1+\boldsymbol\sigma\!\cdot\!\mathbf p\,
\frac{c^2}{(2c^2-V-D)^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p .
\end{equation}
The ZORA small component is $\chi=c\,(2c^2-V-D)^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi$. Since $\boldsymbol\sigma\!\cdot\!\mathbf p$ is Hermitian, the expectation value of the second part is $\langle\chi|\chi\rangle$. Therefore
\begin{equation}
\frac{dE}{dD}=1+W(D),\qquad W=\frac{\langle\chi|\chi\rangle}{\langle\varphi|\varphi\rangle}.
\label{eq:slope}
\end{equation}
Integrating from zero, and writing $W$ for $W(0)$,
\begin{equation}
E(D)-E(0)=D+\int_0^D W(D')\,dD'=D(1+W)+O(D^2).
\label{eq:shift}
\end{equation}
The false shift is $DW$ to first order. Since $W>0$, it has the sign of $D$: the level overshoots.

The weight $W$ is the ratio of the small norm to the large norm. It is not the share of the small component in a normalised four-spinor, which is $W/(1+W)$. The two agree when $W\ll1$, but they differ visibly in a heavy core.

\subsection{What the missing energy would have done}

The same differentiation of Eq.~\eqref{eq:esc} shows the compensation at work. With $V+D$ in place of $V$, the kinetic function is $c^2/(2c^2+E-V-D)$, and its derivative is
\begin{equation}
\frac{d}{dD}\,\frac{c^2}{2c^2+E-V-D}
=\frac{c^2}{(2c^2+E-V-D)^2}\left(1-\frac{dE}{dD}\right).
\end{equation}
By Eq.~\eqref{eq:small}, with $V+D$ for $V$, the expectation value of $\boldsymbol\sigma\!\cdot\!\mathbf p\,c^2(2c^2+E-V-D)^{-2}\,\boldsymbol\sigma\!\cdot\!\mathbf p$ is the Dirac norm ratio $W_D$. Hence
\begin{equation}
\frac{dE}{dD}=1+W_D\left(1-\frac{dE}{dD}\right)
\;\Longrightarrow\;(1+W_D)\left(\frac{dE}{dD}-1\right)=0 ,
\end{equation}
so $dE/dD=1$. The term $-W_D\,dE/dD$ comes from the energy in the denominator, and it is this term that ZORA lacks.

\section{The point charge: a closed result}

For $V=-Z/r$ the shift can be found without expansion. The operator is
\begin{equation}
H(D)=D-\frac Zr+\boldsymbol\sigma\!\cdot\!\mathbf p\,
\frac{c^2}{2c^2-D+Z/r}\,\boldsymbol\sigma\!\cdot\!\mathbf p .
\end{equation}
Change the unit of length: $\mathbf r=\lambda\mathbf r'$, $\mathbf p=\mathbf p'/\lambda$. The two momenta give $\lambda^{-2}$, and one factor $\lambda$ can be moved into the denominator:
\begin{equation}
H(D)=D+\frac1\lambda\left[-\frac Z{r'}+\boldsymbol\sigma\!\cdot\!\mathbf p'\,
\frac{c^2}{\lambda(2c^2-D)+Z/r'}\,\boldsymbol\sigma\!\cdot\!\mathbf p'\right].
\end{equation}
Choosing $\lambda(2c^2-D)=2c^2$, which is possible for $D<2c^2$, turns the bracket into $H(0)$. Thus
\begin{equation}
E(D)=D+\left(1-\frac{D}{2c^2}\right)E(0),\qquad W=-\frac{E(0)}{2c^2}.
\label{eq:coul}
\end{equation}
Here the false shift is strictly linear in $D$.

A second relation follows from a special constant, $D=-E_D$, where $E_D$ is the Dirac energy of the level. The ZORA denominator then becomes $2c^2+E_D-V$, which is the exact one. ZORA has the exact $\varphi$ as an eigenfunction, with eigenvalue $E_D-E_D=0$. This holds for any $V$. For the point charge, setting $E(-E_D)=0$ in Eq.~\eqref{eq:coul} gives
\begin{equation}
E(0)=\frac{2c^2E_D}{2c^2+E_D},\qquad W=-\frac{E_D}{2c^2+E_D}.
\end{equation}
For weak coupling, $E_D\approx-Z^2/2n^2$ and $W\approx Z^2/(4n^2c^2)$. The error grows as the square of the nuclear charge and falls with the principal quantum number $n$.

At $Z=80$ the ZORA 1s energy is $-3898.87$ hartree and $2c^2=37557.73$ hartree, so
\begin{equation}
W=\frac{3898.87}{37557.73}=0.1038 .
\end{equation}
The weak-coupling estimate would give $6400/(2\times37557.73)=0.085$, which is too small for so heavy a nucleus. With $D=-1000$ hartree the computed false shift is $-103.81$ hartree, as the linear law requires.

\section{A screened atom: how large, level by level}

As a model of a neutral atom, take
\begin{equation}
V_{\rm at}(r)=-\frac Zr\,\frac{1}{1+H_s(e^{r/d}-1)},\qquad Z=80,\; H_s=6,\; d=1\ \text{bohr}.
\end{equation}
It approaches $-Z/r$ at the nucleus and decays exponentially outside. The parameters are round values and represent no particular element. The nucleus is a point charge throughout; a uniformly charged nucleus of radius about 7 fm would raise the Dirac 1s level by about 2 hartree and change its $W$ from 0.10284 to 0.10265. The false shift below is the computed ZORA shift minus $D$, for $D=-1$ hartree; energies are in hartree.

\begin{center}
\begin{tabular}{lrrr}
level & $E_D$ & $W$ & false shift\\ \hline
1s & $-3090.95$ & 0.10284 & $-0.10284$\\
2s & $-548.86$ & 0.02218 & $-0.02218$\\
2p$_{1/2}$ & $-530.60$ & 0.02242 & $-0.02242$\\
2p$_{3/2}$ & $-455.91$ & 0.01980 & $-0.01980$\\
3s & $-130.22$ & 0.00719 & $-0.00719$\\
4s & $-30.85$ & 0.00243 & $-0.00243$\\
5s & $-5.82$ & 0.00073 & $-0.00073$
\end{tabular}
\end{center}

The third column is an integral over one wave function, and the fourth is a difference of two eigenvalues. Their agreement, tested for all seven levels, confirms Eq.~\eqref{eq:slope}. The 1s line also separates the two meanings of ``weight'': the share $W/(1+W)$ is 0.0933 and would underestimate the error by about 9\%.

The 1s error amounts to $-2.80$ eV. A common error in all levels would cancel from excitation energies, but this one does not. The gap between 2p$_{3/2}$ and 1s changes by
\begin{equation}
-0.01980-(-0.10284)=0.0830\ \text{hartree}=2.26\ \text{eV},
\end{equation}
although the added potential has no physical effect on it.

The rule $W=-E(0)/2c^2$ should not be carried over to a screened atom, because it rests on the scaling of $-Z/r$. For 5s the ZORA energy is $-5.822$ hartree, and the rule would give $5.822/37557.73=0.00016$, less than a quarter of the computed $W$. An outer orbital must be judged by its small component, not by its binding energy.

Screening also spoils strict linearity, though weakly. For 3s, the part of the shift beyond $D(1+W)$ is $-5.24\times10^{-4}$ hartree at $D=-100$ hartree and $-2.09\times10^{-3}$ hartree at $D=-200$ hartree. Their ratio is 3.99, close to the factor 4 of a quadratic term. Even at $D=-100$ hartree this remainder is below one thousandth of the first-order error, $-0.719$ hartree.

\section{From a false shift to a false force}

Let a charge $q$ be spread uniformly over a sphere of radius $R$ centred on the atom and enclosing its electrons. Inside the sphere an electron has the constant potential energy $D=-q/R$. For independent electrons in this fixed potential, the occupied levels $i$ contribute the false energy
\begin{equation}
E_{\rm false}\approx-\frac qR\sum_i W_i ,\qquad
-\frac{dE_{\rm false}}{dR}\approx-\frac q{R^2}\sum_i W_i .
\end{equation}
For $q>0$ this is an attraction. The true shift of the electrons, $-q/R$ each, is offset in a neutral atom by the repulsion $+Zq/R$ between the nucleus and the shell. The false part has no nuclear partner and survives. It falls off only as $1/R$, so it is not confined to short distances.

\section{The cure: a model potential in the denominator}

Keep the true potential where it acts as a potential, and use another function in the kinetic operator:
\begin{equation}
H_M=V+\boldsymbol\sigma\!\cdot\!\mathbf p\,
\frac{c^2}{2c^2-V_M}\,\boldsymbol\sigma\!\cdot\!\mathbf p,\qquad
V_M(\mathbf r)=\sum_A v_A(|\mathbf r-\mathbf R_A|).
\label{eq:mp}
\end{equation}
Each $v_A$ is the potential of a neutral atom, prepared beforehand and attached to its nucleus at $\mathbf R_A$. If a constant is added to $V$, $V_M$ stays as it is. Then $H_M$ becomes $H_M+D$, the eigenfunctions do not change, and every level moves by $D$.

Two properties of $v_A$ matter. First, it must follow the nuclear attraction at the nucleus, which is $-Z_A/r$ for the point nuclei used here. There $K\to c^2r/Z_A$, which is how ZORA limits the kinetic energy of a fast electron. The choice $V_M=0$ would also respond correctly to a constant, but it gives $K=1/2$ and, since $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$, the nonrelativistic operator $p^2/2$. A correct response to a constant is therefore necessary, not sufficient.

Second, $v_A$ must decay quickly. Suppose that over the core of one atom the neighbours contribute a nearly constant tail $t$ to $V_M$, while the true potential contains $t+D$, with $D$ due to their net charge. Relative to the isolated atom, the potential term shifts the level by $t+D$, and the kinetic operator sees $t$ alone. By Eq.~\eqref{eq:slope},
\begin{align}
\Delta E_{\rm Dirac}&\approx D+t,\\
\Delta E_{\rm ZORA}&\approx(D+t)(1+W),\\
\Delta E_{M}&\approx D+t+Wt .
\end{align}
The error changes from $W(D+t)$ to $Wt$, which is a large reduction when $|D|$ is much larger than $|t|$. For neutral neighbours the electrostatic tail $t$ decays exponentially with distance, although at bonding distances it need not be small. Bare nuclear potentials $-Z_A/r$ would be a poor choice of $v_A$: they too ignore an added constant, but their tails fall off as $1/R$ and bring back a distance-dependent error.

\subsection{The cure in numbers}

Surround the model atom with a shell of radius $R$ that carries an extra charge $q=4$ and a neutral part. The neutral part is the spherical average of screened potentials $-N e^{-\mu s}/s$, where $s$ is the distance from a point of the shell, $N=40$ is the total nuclear charge and $\mu=2$ per bohr. At the centre its tail is $t=-Ne^{-\mu R}/R$. For $R=4$ bohr,
\begin{equation}
D=-\tfrac44=-1\ \text{hartree},\qquad t=-10\,e^{-8}=-0.003355\ \text{hartree}.
\end{equation}
With $W=0.102844$ for 1s, the predicted errors are
\begin{align}
W(D+t)&=0.102844\times(-1.003355)=-0.10319\ \text{hartree},\\
Wt&=0.102844\times(-0.003355)=-0.000345\ \text{hartree}.
\end{align}
The computed errors relative to the Dirac shift are $-0.10319$ and $-0.000345$ hartree. The model potential reduces the error by a factor of about 300. This factor is $(D+t)/t$ and depends on the chosen shell; at $R=5$ bohr it is about 2200. The shell stands for compact neighbours: the electrostatic potential of five neutral oxygen atoms at 4 bohr is also about $-0.003$ hartree. Diffuse neighbours give much less. Two neutral calcium atoms, with the same total nuclear charge, give $t\approx-0.10$ hartree at 4 bohr and a factor of about 10, and a single atom with the potential $V_{\rm at}$ gives $t=-0.062$ hartree and a factor of 17. Local-density exchange-correlation potentials decay more slowly still; summed atom by atom into $V_M$, they would make $t$ about $-0.4$ hartree at 4 bohr for either set of real atoms and remove most of the gain.

At $R=5$ bohr the ordinary ZORA error is $-0.08231$ hartree. Moving the shell from 5 to 4 bohr thus lowers the energy of each 1s electron falsely by
\begin{equation}
0.10319-0.08231=0.0209\ \text{hartree}=0.57\ \text{eV}.
\end{equation}
With the model potential the false lowering is 0.0003 hartree, or 0.008 eV. What remains comes from the overlap of the neighbours' tails with the core, and grows if atoms are brought closer.

\section{What the cure leaves, and what to do in practice}

The model potential corrects the response to the surroundings, not the absolute energy of the isolated atom. The ZORA 1s level of the model atom lies 317.6 hartree below the Dirac level. The same weight explains this number. At $D=-E_D$ the ZORA eigenvalue is zero, so Eq.~\eqref{eq:shift} gives
\begin{equation}
0=E(0)-E_D+\int_0^{-E_D}W(D')\,dD'
\;\Longrightarrow\;E(0)-E_D\approx W E_D ,
\end{equation}
where the last step neglects the change of $W$ with $D'$. Numerically, $0.102844\times(-3090.95)=-317.9$ hartree. This large error belongs to the atom. It cancels from energy differences in which the core is the same on both sides, provided it does not depend on the surroundings, and the model potential secures that provision up to $Wt$ when the change in the surrounding potential is constant over the orbital.

If absolute core energies are needed, the scaled ZORA energy $E_s=E/(1+W)$ is a simple improvement. For the point charge it restores the Dirac energy, because $1+W=2c^2/(2c^2+E_D)$. Its response to a constant follows from Eq.~\eqref{eq:slope}:
\begin{equation}
\frac{dE_s}{dD}=\frac{1+W}{1+W}-\frac{E\,W'}{(1+W)^2}
=1-\frac{E\,W'}{(1+W)^2},\qquad W'=\frac{dW}{dD}.
\end{equation}
For the point charge $W'=0$ and the shift is $D$. In a screened atom a small error remains. For 3s, the quadratic remainder $\tfrac12W'D^2$ quoted above gives $W'\approx-1.05\times10^{-7}$ per hartree. With $E=-131.2$ hartree, the slope then differs from one by about $1.4\times10^{-5}$, against $W=7.2\times10^{-3}$ without scaling. Scaling corrects energies after the fact, however; the orbitals still respond to the constant.

This scaling should not be applied to level shifts computed with a fixed $V_M$. There the eigenfunctions, and hence $W$, do not depend on $D$. The unscaled level moves by $D$, as it should, but $E/(1+W)$ moves only by $D/(1+W)$. For the 1s level of the model atom that is 0.907 hartree per hartree. With a model potential, take shifts between surroundings from the unscaled energies.

For practical work this suggests the following.
\begin{itemize}
\item For geometries, and for core levels compared between different surroundings, use Eq.~\eqref{eq:mp} with neutral-atom potentials. Since $V_M$ moves with the nuclei, its derivative belongs in the forces.
\item To check an implementation, add a constant to $V$ and leave $V_M$ alone. Every level must move by that constant. Then remove the constant, set $V_M$ equal to the potential $V$ of an isolated heavy atom, and compare the scaled energies $E/(1+W)$ with its Dirac levels. Expect close, not exact, agreement: for the 1s level of the model atom the scaled energy is $-3408.59/1.102844=-3090.73$ hartree, against the Dirac value $-3090.95$ hartree. This second check is needed because $V_M=0$ would pass the first one as well. Unscaled core levels would miss the Dirac values even in a correct program.
\item To judge a calculation made with ordinary ZORA, multiply the change of the surrounding potential at the nucleus by $W$ of the level concerned. This estimate assumes that the change is nearly constant over the orbital. For the 5s level of the model atom this is 0.0007 hartree per hartree; for 1s it is 0.10.
\end{itemize}
The numerical output that follows gives further digits, the ZORA energies of all seven levels, and the 2s level of the point charge.

\section*{Computed values}
\begin{verbatim}
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
nuclear charge Z = 80
Point charge, energies in hartree:
  1s: Dirac -3532.1921, ZORA -3898.8691, W = 0.103810
      D = -1000: ZORA shift -1103.8100, false part -103.8100
  2s: Dirac -904.8478, ZORA -927.1857, W = 0.024687
      D = -1000: ZORA shift -1024.6869, false part -24.6869
Model atom V = -(Z/r)/(1 + H(exp(r/d) - 1)), H = 6, d = 1 bohr
Added constant D = -1.0 hartree; energies in hartree:
  level     E Dirac      E ZORA         W   false shift        D*W
  1s     -3090.9500  -3408.5905  0.102844    -0.1028440 -0.1028439
  2s      -548.8584   -561.0171  0.022181    -0.0221809 -0.0221809
  2p1/2   -530.5984   -542.4804  0.022420    -0.0224200 -0.0224200
  2p3/2   -455.9140   -464.9309  0.019801    -0.0198015 -0.0198014
  3s      -130.2199   -131.1554  0.007191    -0.0071909 -0.0071909
  4s       -30.8460    -30.9210  0.002433    -0.0024334 -0.0024334
  5s        -5.8178     -5.8220  0.000729    -0.0007287 -0.0007287
1s share of normalised four-spinor W/(1+W) = 0.093253
1s Dirac shift = -1.000000 hartree
1s ZORA shift = -1.102844 hartree
1s false shift = -2.7985 eV
false change of gap E(2p3/2)-E(1s) = 0.083042 hartree = 2.2597 eV
1s ZORA minus Dirac, isolated atom = -317.6406 hartree
3s remainder beyond first order: D=-100: -5.238e-04, D=-200: -2.092e-03 hartree
  ratio of the two remainders = 3.994
Shell: extra charge 4, screened nuclear charge 40, screening 2 per bohr
R = 4 bohr: D = -1.000, tail t = -0.003355 hartree
  1s shifts: Dirac -1.003355, ZORA -1.106544, model -1.003700 hartree
  ZORA error -0.103189, W(D+t) = -0.103189 hartree
  model error -0.0003449, W t = -0.0003450 hartree
R = 5 bohr: D = -0.800, tail t = -0.000363 hartree
  1s shifts: Dirac -0.800363, ZORA -0.882676, model -0.800401 hartree
  ZORA error -0.082313, W(D+t) = -0.082313 hartree
  model error -0.0000373, W t = -0.0000374 hartree
False 1s energy change per electron, shell moved from 5 to 4 bohr:
  ZORA -0.020876 hartree = -0.5681 eV
  model potential -0.000308 hartree = -0.0084 eV
\end{verbatim}
